# Plane-Wave Stress from Local Pseudopotentials and Partial Core Corrections: a program that tests the result

```python
"""Stress from a local pseudopotential and from a nonlinear core correction.

Result under test, with sigma_ab = (1/Omega) dE/d(strain_ab):
  sigma_loc = -sum_G conj(n) S [v delta_ab + 2 G_a G_b dv/d(G^2)]
  sigma_cc  = -sum_G conj(Vxc) S [rho_c delta_ab + 2 G_a G_b drho_c/d(G^2)]
n, Vxc : Fourier coefficients of valence density and xc potential
S      : structure factor, sum over atoms of exp(-i G.tau)
v, rho_c : atomic Fourier integrals u, f divided by the cell volume Omega
The derivatives of v and rho_c are taken at fixed Omega.
The code stores N(G) = Omega n(G), which strain leaves unchanged.
Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf, spherical_jn
from pyscf.dft import libxc

# Model atom and cell (round parameters)
Z, R_LOC, C_LOC = 2.0, 0.6, -1.0
Q_CORE, W_CORE = 2.0, 0.5
CELL = np.array([[7.0, 0.0, 0.0], [0.5, 6.5, 0.0], [0.3, 0.8, 7.5]])
FRAC = np.array([[0.0, 0.0, 0.0], [0.25, 0.20, 0.30]])
E_CUT = 5.0
N_OCC = 2
LDA = "lda,vwn"
PBE = "pbe,pbe"

# An odd grid has no unpaired highest frequency
NG = 25
SHAPE = (NG, NG, NG)
NPTS = NG**3
ints = np.rint(np.fft.fftfreq(NG, 1.0 / NG)).astype(int)
TRIPLES = np.stack(np.meshgrid(ints, ints, ints, indexing="ij"), -1).reshape(-1, 3)
S = np.exp(-2j * np.pi * TRIPLES @ FRAC.T).sum(axis=1)
COMPONENTS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
NAMES = ["xx", "yy", "zz", "yz", "xz", "xy"]
EYE = np.eye(3)


def to_real(coef):
    return np.ascontiguousarray(
        (np.fft.ifftn(coef.reshape(SHAPE)) * NPTS).real.ravel())


def to_recip(values):
    return np.fft.fftn(values.reshape(SHAPE)).ravel() / NPTS


def geometry(strain):
    cell = CELL @ (EYE + strain).T
    g = TRIPLES @ (2 * np.pi * np.linalg.inv(cell).T)
    return cell, abs(np.linalg.det(cell)), g, np.sum(g * g, axis=1)


# Closed atomic form factors as functions of x = G^2
GAUSS_NORM = (2 * np.pi)**1.5 * R_LOC**3 * C_LOC
ALPHA = 2 * np.pi * Z * R_LOC**2 + GAUSS_NORM


def u_local(x):
    x = np.asarray(x, dtype=float)
    safe = np.where(x > 1e-12, x, 1.0)
    value = np.exp(-safe * R_LOC**2 / 2) * (GAUSS_NORM - 4 * np.pi * Z / safe)
    return np.where(x > 1e-12, value, ALPHA)


def du_local(x):
    # The value at x=0 is never needed: it is multiplied by G_a G_b = 0
    x = np.asarray(x, dtype=float)
    safe = np.where(x > 1e-12, x, 1.0)
    value = np.exp(-safe * R_LOC**2 / 2) * (
        4 * np.pi * Z * (1 / safe**2 + R_LOC**2 / (2 * safe))
        - GAUSS_NORM * R_LOC**2 / 2)
    return np.where(x > 1e-12, value, 0.0)


def f_core(x):
    return Q_CORE * np.exp(-x * W_CORE**2 / 2)


def df_core(x):
    return -W_CORE**2 / 2 * f_core(x)


# Real-space definitions of the same atomic functions
def v_real(r):
    return (-Z * erf(r / (np.sqrt(2) * R_LOC)) / r
            + C_LOC * np.exp(-r**2 / (2 * R_LOC**2)))


def core_real(r2):
    return Q_CORE * (2 * np.pi * W_CORE**2)**-1.5 * np.exp(-r2 / (2 * W_CORE**2))


def radial(func):
    return quad(func, 0.0, 14.0, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


form_error = 0.0
for q in (0.4, 1.3, 2.9):
    def v_short(r):
        return v_real(r) + Z * erf(r) / r
    damp = np.exp(-q**2 / 4)
    u_num = (4 * np.pi * radial(lambda r: r**2 * v_short(r) * spherical_jn(0, q * r))
             - 4 * np.pi * Z * damp / q**2)
    du_num = (-2 * np.pi / q
              * radial(lambda r: r**3 * v_short(r) * spherical_jn(1, q * r))
              + 4 * np.pi * Z * damp * (1 + q**2 / 4) / q**4)
    f_num = 4 * np.pi * radial(lambda r: r**2 * core_real(r**2) * spherical_jn(0, q * r))
    df_num = (-2 * np.pi / q
              * radial(lambda r: r**3 * core_real(r**2) * spherical_jn(1, q * r)))
    for numeric, closed in ((u_num, u_local(q**2)), (du_num, du_local(q**2)),
                            (f_num, f_core(q**2)), (df_num, df_core(q**2))):
        form_error = max(form_error, abs(numeric - closed) / max(1.0, abs(closed)))
alpha_num = 4 * np.pi * radial(lambda r: r**2 * (v_real(r) + Z / r))
form_error = max(form_error, abs(alpha_num - ALPHA))
assert form_error < 1e-8


# Energies for given invariant coefficients
def energy_local(ncoef, vol, g2):
    return np.sum(ncoef.conj() * S * u_local(g2)).real / vol


def inverse_g2(g2):
    return np.where(g2 > 1e-12, 1 / np.where(g2 > 1e-12, g2, 1.0), 0.0)


def energy_hartree(ncoef, vol, g2):
    return 2 * np.pi / vol * np.sum(np.abs(ncoef)**2 * inverse_g2(g2))


def xc_terms(total_coef, vol, g, code):
    """Energy, Fourier coefficients of Vxc, and explicit gradient stress."""
    rho = to_real(total_coef) / vol
    if code == LDA:
        exc, vxc = libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
        return vol * np.mean(rho * exc), to_recip(vxc[0]), np.zeros((3, 3))
    grad = np.array([to_real(1j * g[:, i] * total_coef) / vol for i in range(3)])
    exc, vxc = libxc.eval_xc(code, np.vstack([rho[None, :], grad]),
                             spin=0, deriv=1)[:2]
    vrho, vsigma = vxc[0], vxc[1]
    vg = to_recip(vrho)
    for i in range(3):
        vg = vg - 1j * g[:, i] * to_recip(2 * vsigma * grad[i])
    grad_stress = -2 * (grad * vsigma) @ grad.T / NPTS
    return vol * np.mean(rho * exc), vg, grad_stress


# Self-consistent plane-wave calculation with a fixed integer basis
_, VOL, G, G2 = geometry(np.zeros((3, 3)))
BASIS = np.where(G2 / 2 < E_CUT)[0]
DIFF = TRIPLES[BASIS][:, None, :] - TRIPLES[BASIS][None, :, :]
assert np.max(np.abs(DIFF)) <= NG // 2
DIFF = DIFF % NG
PAIR = (DIFF[..., 0] * NG + DIFF[..., 1]) * NG + DIFF[..., 2]


def scf(strain, start):
    _, vol, g, g2 = geometry(strain)
    ncoef = start.copy()
    for _ in range(120):
        vxc = xc_terms(ncoef + S * f_core(g2), vol, g, LDA)[1]
        veff = (S * u_local(g2) + 4 * np.pi * ncoef * inverse_g2(g2)) / vol + vxc
        ham = veff[PAIR] + np.diag(g2[BASIS] / 2)
        levels, orb = eigh(ham, subset_by_index=[0, N_OCC])
        orb = orb[:, :N_OCC]
        dens = np.zeros(NPTS)
        for i in range(N_OCC):
            box = np.zeros(NPTS, dtype=complex)
            box[BASIS] = orb[:, i]
            psi = np.fft.ifftn(box.reshape(SHAPE)).ravel() * NPTS
            dens += 2 * np.abs(psi)**2
        new = to_recip(dens)
        residual = np.max(np.abs(new - ncoef))
        if residual < 1e-9:
            break
        ncoef = ncoef + 0.7 * (new - ncoef)
    assert residual < 1e-9
    weight = 2 * np.sum(np.abs(orb)**2, axis=1)
    energy = (np.sum(weight * g2[BASIS]) / 2 + energy_local(new, vol, g2)
              + energy_hartree(new, vol, g2)
              + xc_terms(new + S * f_core(g2), vol, g, LDA)[0])
    return energy, new, weight, levels


E_REF, NCOEF, WEIGHT, LEVELS = scf(np.zeros((3, 3)), 2 * S * np.exp(-G2 / 4))
gap = LEVELS[N_OCC] - LEVELS[N_OCC - 1]
assert gap > 0.05
assert abs(NCOEF[0].real - 2 * N_OCC) < 1e-10

# Analytic stresses
dens_g = NCOEF / VOL
e_loc = energy_local(NCOEF, VOL, G2)
loc_iso = -EYE * e_loc / VOL
loc_der = -np.einsum("g,ga,gb->ab",
                     (dens_g.conj() * S).real * 2 * du_local(G2) / VOL, G, G)
sigma_loc = loc_iso + loc_der


def core_stress(vg):
    iso = -EYE * np.sum(vg.conj() * S * f_core(G2)).real / VOL
    der = -np.einsum("g,ga,gb->ab",
                     (vg.conj() * S).real * 2 * df_core(G2) / VOL, G, G)
    return iso, der


total_coef = NCOEF + S * f_core(G2)
min_density = np.min(to_real(total_coef)) / VOL
assert min_density > 0
e_xc, vxc_g, _ = xc_terms(total_coef, VOL, G, LDA)
cc_iso, cc_der = core_stress(vxc_g)
sigma_cc = cc_iso + cc_der
sigma_val = EYE * (e_xc / VOL - np.sum(vxc_g.conj() * dens_g).real)
sigma_kin = -np.einsum("g,ga,gb->ab", WEIGHT, G[BASIS], G[BASIS]) / VOL
e_h = energy_hartree(NCOEF, VOL, G2)
sigma_h = (-EYE * e_h / VOL
           + np.einsum("g,ga,gb->ab",
                       4 * np.pi * np.abs(dens_g)**2 * inverse_g2(G2)**2, G, G))
sigma_total = sigma_kin + sigma_h + sigma_loc + sigma_val + sigma_cc


def strain_derivative(energy, a, b, h=2e-3):
    unit = np.zeros((3, 3))
    unit[a, b] = 1.0
    return (8 * (energy(h * unit) - energy(-h * unit))
            - energy(2 * h * unit) + energy(-2 * h * unit)) / (12 * h * VOL)


def frozen_local(strain):
    _, vol, _, g2 = geometry(strain)
    return energy_local(NCOEF, vol, g2)


# Core density from its definition: rigid atoms summed over periodic images
GRID_FRAC = np.stack(np.meshgrid(*[np.arange(NG) / NG] * 3, indexing="ij"),
                     -1).reshape(-1, 3)


def image_vectors(cell):
    for tau in FRAC:
        rel = GRID_FRAC - tau
        rel = rel - np.rint(rel)
        for shift in itertools.product((-1, 0, 1), repeat=3):
            yield (rel + np.array(shift)) @ cell


def frozen_xc_realspace_core(strain):
    cell, vol, _, _ = geometry(strain)
    rho = to_real(NCOEF) / vol
    for d in image_vectors(cell):
        rho = rho + core_real(np.sum(d * d, axis=1))
    exc = libxc.eval_xc(LDA, rho, spin=0, deriv=1)[0]
    return vol * np.mean(rho * exc)


def frozen_pbe(strain):
    _, vol, g, g2 = geometry(strain)
    return xc_terms(NCOEF + S * f_core(g2), vol, g, PBE)[0]


fd_loc = np.array([strain_derivative(frozen_local, a, b) for a, b in COMPONENTS])
fd_xc = np.array([strain_derivative(frozen_xc_realspace_core, a, b)
                  for a, b in COMPONENTS])


def pick(matrix):
    return np.array([matrix[a, b] for a, b in COMPONENTS])


err_loc = np.max(np.abs(fd_loc - pick(sigma_loc)))
err_xc = np.max(np.abs(fd_xc - pick(sigma_val + sigma_cc)))
assert err_loc < 1e-8
assert err_xc < 1e-7

# Core stress as a real-space integral of Vxc with rho_c'(d) d_a d_b / d
vxc_real = to_real(vxc_g)
virial = np.zeros((3, 3))
for d in image_vectors(CELL):
    slope = -core_real(np.sum(d * d, axis=1)) / W_CORE**2
    virial += (d * (vxc_real * slope)[:, None]).T @ d / NPTS
err_virial = np.max(np.abs(virial - sigma_cc))
assert err_virial < 1e-7

# Gradient functional at the same frozen valence coefficients
e_pbe, vpbe_g, grad_stress = xc_terms(total_coef, VOL, G, PBE)
pbe_stress = (EYE * (e_pbe / VOL - np.sum(vpbe_g.conj() * dens_g).real)
              + sum(core_stress(vpbe_g)) + grad_stress)
fd_pbe = np.array([strain_derivative(frozen_pbe, a, b) for a, b in COMPONENTS])
err_pbe = np.max(np.abs(fd_pbe - pick(pbe_stress)))
assert err_pbe < 1e-7
assert np.max(np.abs(grad_stress)) > 100 * err_pbe

# Total electronic stress against reconverged energies
STEP = 5e-4
fd_total = []
for a, b in COMPONENTS:
    unit = np.zeros((3, 3))
    unit[a, b] = STEP
    fd_total.append((scf(unit, NCOEF)[0] - scf(-unit, NCOEF)[0]) / (2 * STEP * VOL))
fd_total = np.array(fd_total)
err_total = np.max(np.abs(fd_total - pick(sigma_total)))
err_without_core = np.max(np.abs(fd_total - pick(sigma_total - sigma_cc)))
# Central differences leave an error of second order in STEP
assert err_total < 3e-7
assert err_without_core > 100 * err_total

# Report
hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
GPA = hartree / bohr**3 / 1e9
k = NG * NG
assert tuple(TRIPLES[k]) == (1, 0, 0)
pair_loc = -2 * (dens_g[k].conj() * S[k]).real * (
    u_local(G2[k]) + 2 * G[k, 0]**2 * du_local(G2[k])) / VOL
pair_cc = -2 * (vxc_g[k].conj() * S[k]).real * (
    f_core(G2[k]) + 2 * G[k, 0]**2 * df_core(G2[k])) / VOL

print(f"Z = {Z:.1f}, r_loc = {R_LOC} bohr, C_loc = {C_LOC} Ha")
print(f"core charge = {Q_CORE:.1f} electrons, core width = {W_CORE} bohr")
for i, row in enumerate(CELL):
    print(f"a{i + 1} = ({row[0]:.1f}, {row[1]:.1f}, {row[2]:.1f}) bohr")
print("fractional positions (no unit):", FRAC.tolist())
print(f"volume = {VOL:.3f} bohr^3, cutoff = {E_CUT:.1f} Ha")
print(f"plane waves = {len(BASIS)}, grid = {NG} points per axis")
print(f"gap at Gamma = {gap:.4f} Ha")
print(f"minimum n+n_c = {min_density:.3e} bohr^-3")
print(f"alpha = {ALPHA:.6f} Ha bohr^3")
print(f"E_loc = {e_loc:.6f} Ha, E_xc = {e_xc:.6f} Ha")
print(f"electronic energy without ion-ion = {E_REF:.6f} Ha")
print("One vector, integers (1,0,0):")
print("G = (" + ", ".join(f"{x:.5f}" for x in G[k]) + ") bohr^-1")
print(f"G^2 = {G2[k]:.6f} bohr^-2, S = {S[k]:.4f} (no unit)")
print(f"n(G) = {dens_g[k]:.6e} bohr^-3")
print(f"v = {u_local(G2[k]) / VOL:.6e} Ha")
print(f"dv/d(G^2) = {du_local(G2[k]) / VOL:.6e} Ha bohr^2")
print(f"+G and -G in sigma_loc,xx = {pair_loc:.6e} Ha/bohr^3")
print(f"Vxc(G) = {vxc_g[k]:.6e} Ha")
print(f"rho_c = {f_core(G2[k]) / VOL:.6e} bohr^-3")
print(f"drho_c/d(G^2) = {df_core(G2[k]) / VOL:.6e} bohr^-1")
print(f"+G and -G in sigma_cc,xx = {pair_cc:.6e} Ha/bohr^3")
print("Local stress, 1e-3 Ha/bohr^3: delta, derivative, sum, energy diff.")
for name, x, y, z, w in zip(NAMES, pick(loc_iso), pick(loc_der),
                           pick(sigma_loc), fd_loc):
    print(f"{name} {1e3*x:11.5f} {1e3*y:11.5f} {1e3*z:11.5f} {1e3*w:11.5f}")
print("Core stress, 1e-3 Ha/bohr^3: delta, derivative, sum, real space")
for name, x, y, z, w in zip(NAMES, pick(cc_iso), pick(cc_der),
                           pick(sigma_cc), pick(virial)):
    print(f"{name} {1e3*x:11.5f} {1e3*y:11.5f} {1e3*z:11.5f} {1e3*w:11.5f}")
print("Electronic total, 1e-3 Ha/bohr^3: formula, reconverged energies")
for name, x, y in zip(NAMES, pick(sigma_total), fd_total):
    print(f"{name} {1e3*x:11.5f} {1e3*y:11.5f}")
print(f"1 Ha/bohr^3 = {GPA:.3f} GPa")
print("sigma_loc xx..xy in GPa:", " ".join(f"{x*GPA:.2f}" for x in pick(sigma_loc)))
print("sigma_cc xx..xy in GPa:", " ".join(f"{x*GPA:.2f}" for x in pick(sigma_cc)))
print(f"largest form-factor quadrature error = {form_error:.1e} (mixed a.u.)")
print(f"largest error, local = {err_loc:.1e} Ha/bohr^3")
print(f"largest error, xc with real-space core = {err_xc:.1e} Ha/bohr^3")
print(f"largest error, real-space core stress = {err_virial:.1e} Ha/bohr^3")
print(f"largest error, PBE = {err_pbe:.1e} Ha/bohr^3")
print(f"largest PBE gradient term = {np.max(np.abs(grad_stress)):.3e} Ha/bohr^3")
print(f"largest error, total = {err_total:.1e} Ha/bohr^3")
print(f"same without core stress = {err_without_core:.3e} Ha/bohr^3")
print("done: every assertion held")
```

Running it gives:

```
Z = 2.0, r_loc = 0.6 bohr, C_loc = -1.0 Ha
core charge = 2.0 electrons, core width = 0.5 bohr
a1 = (7.0, 0.0, 0.0) bohr
a2 = (0.5, 6.5, 0.0) bohr
a3 = (0.3, 0.8, 7.5) bohr
fractional positions (no unit): [[0.0, 0.0, 0.0], [0.25, 0.2, 0.3]]
volume = 341.250 bohr^3, cutoff = 5.0 Ha
plane waves = 183, grid = 25 points per axis
gap at Gamma = 0.3808 Ha
minimum n+n_c = 8.911e-05 bohr^-3
alpha = 1.121978 Ha bohr^3
E_loc = -3.830058 Ha, E_xc = -4.274402 Ha
electronic energy without ion-ion = -4.670495 Ha
One vector, integers (1,0,0):
G = (0.89760, -0.06905, -0.02854) bohr^-1
G^2 = 0.811264 bohr^-2, S = 1.0000-1.0000j (no unit)
n(G) = 4.294595e-03-4.294595e-03j bohr^-3
v = -8.706331e-02 Ha
dv/d(G^2) = 1.123709e-01 Ha bohr^2
+G and -G in sigma_loc,xx = -1.614889e-03 Ha/bohr^3
Vxc(G) = -3.027302e-02+3.027302e-02j Ha
rho_c = 5.295615e-03 bohr^-3
drho_c/d(G^2) = -6.619519e-04 bohr^-1
+G and -G in sigma_cc,xx = 5.120948e-04 Ha/bohr^3
Local stress, 1e-3 Ha/bohr^3: delta, derivative, sum, energy diff.
xx    11.22361    -9.31721     1.90640     1.90640
yy    11.22361    -9.23668     1.98694     1.98694
zz    11.22361    -8.93482     2.28880     2.28880
yz     0.00000     0.85666     0.85666     0.85666
xz     0.00000     1.04427     1.04427     1.04427
xy     0.00000     0.78020     0.78020     0.78020
Core stress, 1e-3 Ha/bohr^3: delta, derivative, sum, real space
xx     9.62446    -1.83648     7.78798     7.78798
yy     9.62446    -1.83473     7.78973     7.78973
zz     9.62446    -1.83414     7.79032     7.79032
yz     0.00000     0.00567     0.00567     0.00567
xz     0.00000     0.00613     0.00613     0.00613
xy     0.00000     0.01267     0.01267     0.01267
Electronic total, 1e-3 Ha/bohr^3: formula, reconverged energies
xx    -1.56052    -1.56052
yy    -1.35330    -1.35330
zz    -1.51286    -1.51286
yz     0.52132     0.52132
xz     0.62261     0.62261
xy     0.52490     0.52490
1 Ha/bohr^3 = 29421.016 GPa
sigma_loc xx..xy in GPa: 56.09 58.46 67.34 25.20 30.72 22.95
sigma_cc xx..xy in GPa: 229.13 229.18 229.20 0.17 0.18 0.37
largest form-factor quadrature error = 4.9e-15 (mixed a.u.)
largest error, local = 2.0e-13 Ha/bohr^3
largest error, xc with real-space core = 3.3e-13 Ha/bohr^3
largest error, real-space core stress = 2.8e-13 Ha/bohr^3
largest error, PBE = 2.5e-14 Ha/bohr^3
largest PBE gradient term = 3.339e-04 Ha/bohr^3
largest error, total = 9.8e-10 Ha/bohr^3
same without core stress = 7.790e-03 Ha/bohr^3
done: every assertion held
```
